# The ADAPT-VQE selection gradient, derived and run on LiH

## The decision

A variational quantum eigensolver (VQE) prepares a trial state with adjustable angles and minimises its measured energy. In ADAPT-VQE the circuit is not fixed in advance. After each optimisation the program must decide which operator from a given pool receives the next angle, or whether to stop. Both decisions rest on one number per pool operator: the slope of the energy when that operator is switched on.

Let $H$ be the Hamiltonian, $|\psi\rangle$ the current normalised state and $A$ an anti-Hermitian pool operator, $A^\dagger=-A$. If the new factor acts last, so that $|\psi(\theta)\rangle=e^{\theta A}|\psi\rangle$, the slope at $\theta=0$ is

$$g_A=\langle\psi|[H,A]|\psi\rangle .$$

It can be measured on the state already at hand, without running the enlarged circuit.

## Derivation

Since $A^\dagger=-A$, the adjoint of $e^{\theta A}$ is $e^{-\theta A}$, its inverse. The norm is therefore preserved, and

$$E(\theta)=\langle\psi|e^{-\theta A}He^{\theta A}|\psi\rangle .$$

Differentiate by the product rule, using that $A$ commutes with its own exponential:

$$\begin{aligned}
E'(\theta)&=\langle\psi|e^{-\theta A}(-A)He^{\theta A}|\psi\rangle+\langle\psi|e^{-\theta A}HAe^{\theta A}|\psi\rangle\\
&=\langle\psi(\theta)|[H,A]|\psi(\theta)\rangle .
\end{aligned}$$

Setting $\theta=0$ gives $g_A$. The commutator is an observable, because

$$[H,A]^\dagger=A^\dagger H-HA^\dagger=-AH+HA=[H,A].$$

In a state-vector simulation the commutator need not be formed. The first term is $\langle\psi|HA|\psi\rangle=\langle H\psi|A\psi\rangle$. In the second, $-\langle\psi|A=\langle A\psi|$, so $-\langle\psi|AH|\psi\rangle=\langle A\psi|H\psi\rangle$, the complex conjugate of the first. Hence

$$g_A=2\,\mathrm{Re}\,\langle H\psi|A\psi\rangle .$$

One vector $H\psi$ serves the whole pool.

The step from $E$ to $E'$ replaced $H$ by $[H,A]$. Repeating it gives the curvature

$$E''(\theta)=\langle\psi(\theta)|[[H,A],A]|\psi(\theta)\rangle .$$

## What the slope promises

Write $g$ for $g_A$, and let $L>0$ be the largest absolute eigenvalue of $[[H,A],A]$. Then $|E''(\theta)|\le L$ at every angle, and integrating twice gives

$$E(\theta)\le E(0)+g\theta+\tfrac12L\theta^2 .$$

At $\theta=-g/L$ the right side is $E(0)-g^2/(2L)$. The best angle for this one operator therefore lowers the energy by at least $g^2/(2L)$. The local estimate, for small $g$ and $E''(0)>0$, is $g^2/[2E''(0)]$; it is not a bound.

The other angles may relax too. Let $x$ be their displacements from the old optimum, where their slopes vanish. To second order,

$$\delta E=g\theta+\tfrac12h\theta^2+\theta\,b^{T}x+\tfrac12x^{T}Mx,$$

where $h=E''(0)$, $b$ holds the mixed second derivatives and $M$ is the old Hessian, assumed positive definite. Minimising over $x$ gives $x=-\theta M^{-1}b$, and then

$$\delta E=g\theta+\tfrac12h_{\rm eff}\theta^2,\qquad h_{\rm eff}=h-b^{T}M^{-1}b\le h .$$

If $h_{\rm eff}>0$, the predicted drop is $g^2/(2h_{\rm eff})$. The slope is thus half of the information; the stiffness $h_{\rm eff}$ is the other half, and the selection rule ignores it.

The ranking also depends on scale. Replacing $A$ by $cA$ multiplies $g$ by $c$ and the curvature by $c^2$. The drop is unchanged, but the operator's place in the ranking may change. A normalisation of the pool is part of the algorithm and must be stated.

## Hamiltonian and pool for a closed-shell molecule

Take real orthonormal Hartree-Fock orbitals and define $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$, with $\sigma$ the spin label. Then

$$H=E_{\rm nuc}+\sum_{pq}h_{pq}E_{pq}+\tfrac12\sum_{pqrs}(pq|rs)\left(E_{pq}E_{rs}-\delta_{qr}E_{ps}\right).$$

Here $h_{pq}$ contains kinetic energy and nuclear attraction, and $(pq|rs)$ is the Coulomb integral between the orbital products $pq$ and $rs$. Energies are in hartree ($E_{\rm h}$) or millihartree (m$E_{\rm h}$). A fermion-to-qubit encoding is a unitary change of representation, so it alters none of the expectation values here.

Let $\Phi$ be the Hartree-Fock determinant, $i,j$ its occupied orbitals and $a,b$ the empty ones. The pool is

$$A=N(\tau-\tau^\dagger),\qquad \tau=E_{ai}\ \text{or}\ E_{ai}E_{bj},$$

with $N>0$ fixed by $\|A\Phi\|=1$. Since $\tau^\dagger\Phi=0$, this means $N=1/\|\tau\Phi\|$. For a single excitation, $E_{ai}\Phi$ is a sum of two orthonormal determinants, so $N=1/\sqrt2$.

Two symmetries follow:

- **Spin.** Each $E_{pq}$ treats both spins alike and commutes with total spin. Starting from the singlet $\Phi$, the state remains a singlet.
- **Point group.** If $\psi$ is totally symmetric, so is $H\psi$. If $A$ belongs to another irreducible representation, $A\psi$ is orthogonal to $H\psi$ and $g_A=0$. Such operators can be removed from the pool beforehand.

## Full gradient for the re-optimisation

After $n$ selections,

$$|\psi\rangle=e^{\theta_nA_n}\cdots e^{\theta_1A_1}|\Phi\rangle .$$

Let $\phi_k$ be the state just after factor $k$, and $V_k=e^{\theta_nA_n}\cdots e^{\theta_{k+1}A_{k+1}}$ the later factors, so $\psi=V_k\phi_k$. Then $\partial\psi/\partial\theta_k=V_kA_k\phi_k$, and

$$\frac{\partial E}{\partial\theta_k}=2\,\mathrm{Re}\,\langle H\psi|V_kA_k\phi_k\rangle=2\,\mathrm{Re}\,\langle\sigma_k|A_k\phi_k\rangle,\qquad \sigma_k=V_k^\dagger H\psi .$$

A backward sweep removes one factor at a time from both $\psi$ and $H\psi$ and collects every derivative.

Inserting $\phi_k=V_k^\dagger\psi$ gives the same derivative in commutator form:

$$\frac{\partial E}{\partial\theta_k}=\langle\psi|[H,V_kA_kV_k^\dagger]|\psi\rangle .$$

This shows why position matters. An operator inserted before other factors enters in conjugated form, and its slope is in general not $g_A$. For the last factor $V_n=1$, so its selection gradient equals its own optimised derivative, which is zero. At a converged optimum the same operator is therefore not selected twice in succession.

## Pseudocode

```
input: H, normalised pool {A}, reference Phi,
       threshold eps, maximum number of operators
ops = [], angles = []
repeat
    psi = prepare(Phi, ops, angles)
    for each A in pool:
        g[A] = <psi|[H,A]|psi>
    if max |g| < eps or len(ops) = maximum: stop
    B = operator with largest |g|
    append B to ops, so that it acts last
    append 0 to angles
    minimise E over all angles from this start
```

Starting the new angle at zero reproduces the old energy. A descent optimiser then cannot end higher, apart from rounding; with shot noise this guarantee is lost.

## Cost

**Simulation.** With $d$ basis states and dense matrices, the selection costs one product $H\psi$ and one product $A\psi$ for each of the $P$ pool operators, of order $Pd^2$ operations. An energy with its full gradient needs $n$ exponentials forward, one product $H\psi$, $n$ exponentials backward on two vectors, and $n$ products with $A_k$. Diagonalising the Hermitian matrix $iA$ once per operator gives $e^{\theta A}$ at every angle.

**Measurement.** Put $C=[H,A]$. If $C$ could be measured projectively in its eigenbasis, one shot would have variance $\langle C^2\rangle-\langle C\rangle^2$. For $M$ independent shots the standard error $\epsilon$ of the mean obeys

$$\epsilon^2=\frac{\langle C^2\rangle-\langle C\rangle^2}{M}.$$

In practice $C$ is expanded as $\sum_jc_jP_j$ in Pauli strings. Since $P_j^2=1$, one shot of $P_j$ has variance $1-\langle P_j\rangle^2$. Independent measurements with $M_j$ shots each give

$$\epsilon^2=\sum_j\frac{c_j^2\left(1-\langle P_j\rangle^2\right)}{M_j}.$$

The two costs differ, and the ideal count below is not a hardware estimate.

**Circuits.** A pool exponential may be compiled as a product $\prod_je^{\theta B_j}$ with $\sum_jB_j=A$. Its derivative at $\theta=0$ is $\sum_jB_j=A$, so the selection gradient is unaffected. At finite angle the product in general differs from $e^{\theta A}$ when the $B_j$ do not commute, and the separate factors need not conserve spin.

## LiH: the first step by hand

The example is LiH at a chosen distance of 1.6 Å in the STO-3G basis, with four electrons in six orbitals and a noiseless state vector. Symmetry labels refer to the subgroup $C_{2v}$ of the linear molecule's point group, so "totally symmetric" means $A_1$ in $C_{2v}$. The reference is full configuration interaction (FCI), the diagonalisation of $H$ in this same basis. All errors below are relative to it; they leave out the error of the small basis, relativity and nuclear motion. The basis error is large: in cc-pVDZ the FCI energy is lower by 132 m$E_{\rm h}$, about eighty times 1 kcal/mol, and the gap between Hartree-Fock and FCI grows to 31 m$E_{\rm h}$. The Hartree-Fock energy is $-7.861865\,E_{\rm h}$ and the FCI energy $-7.882324\,E_{\rm h}$, so the starting error is 20.46 m$E_{\rm h}$.

At $\Phi$ the single excitations have zero slope. The exponential of a one-body operator rotates the orbitals and turns $\Phi$ into another closed-shell determinant, and the Hartree-Fock energy is stationary under such rotations. This is Brillouin's theorem.

Now take a pair excitation, $\tau=E_{ai}^2$. Terms with equal spins vanish, because they would empty the same spin orbital twice. The two mixed terms are equal, so $\tau\Phi=2D$, where $D$ is the determinant with both electrons moved from $i$ to $a$. Hence $N=\tfrac12$ and $A\Phi=D$. On $D$, $\tau$ gives zero because $i$ is empty, while $\tau^\dagger D=2\Phi$; hence $AD=-\Phi$. Therefore

$$e^{\theta A}\Phi=\cos\theta\,\Phi+\sin\theta\,D .$$

In $H$, the term that connects $D$ to $\Phi$ is $\tfrac12(ia|ia)E_{ia}^2$. With $\langle\Phi|E_{ia}^2|D\rangle=2$, this gives $\langle\Phi|H|D\rangle=(ia|ia)=K$. With $\Delta=\langle D|H|D\rangle-\langle\Phi|H|\Phi\rangle$,

$$E(\theta)-E(0)=\Delta\sin^2\theta+K\sin2\theta=\frac{\Delta}{2}-\frac{\Delta}{2}\cos2\theta+K\sin2\theta .$$

The slope at zero is $2K$ and the curvature $2\Delta$. The last two terms form one sinusoid of amplitude $\tfrac12\sqrt{\Delta^2+4K^2}$, so the drop to the minimum is

$$\frac{\sqrt{\Delta^2+4K^2}-\Delta}{2},\qquad \tan2\theta=-\frac{2K}{\Delta}\quad(\Delta>0).$$

Orbitals are numbered by increasing energy, and $E(a,i)$ denotes $E_{ai}$. The first selected operator is $E(6,2)E(6,2)$, with $K=0.12393\,E_{\rm h}$ and $\Delta=1.03953\,E_{\rm h}$. Its slope is $2K=0.24785\,E_{\rm h}$, and

$$\frac{\sqrt{1.03953^2+0.24785^2}-1.03953}{2}\,E_{\rm h}=0.01457\,E_{\rm h},$$

reached at $\theta=-0.117$ rad. With $L=2.255\,E_{\rm h}$ the guaranteed drop is 13.62 m$E_{\rm h}$; the quadratic estimate is 14.77 m$E_{\rm h}$ and the actual drop 14.57 m$E_{\rm h}$. At this first step the operator with the largest slope also gives the largest one-parameter drop.

The single-shot standard deviation of $[H,A]$ is $1.042\,E_{\rm h}$, about four times the mean. A standard error of $10^{-3}\,E_{\rm h}$ takes $(1.042/10^{-3})^2\approx1.09\times10^6$ ideal shots. Were the deviation the same later on, resolving a slope ten times finer would take a hundred times as many.

## Error against parameter count

Slopes are those before the addition; errors are those after re-optimisation.

| n | Added operator | Slope (m$E_{\rm h}$) | Error (m$E_{\rm h}$) |
|---|---|---|---|
| 1 | E(6,2)E(6,2) | 247.85 | 5.890 |
| 2 | E(3,2)E(6,2) | 104.42 | 2.211 |
| 3 | E(3,1)E(3,1) | 43.06 | 2.124 |
| 4 | E(3,2)E(3,2) | 39.69 | 1.528 |
| 6 | E(5,2)E(5,2) | 35.28 | 0.575 |
| 10 | E(5,1)E(5,1) | 19.70 | 0.462 |
| 11 | E(3,2) | 15.57 | 0.072 |
| 13 | E(6,2) | 11.21 | 0.022 |
| 20 | E(3,1)E(3,2) | 1.29 | 0.011 |

Four parameters bring the error below 1 kcal/mol (1.594 m$E_{\rm h}$); it is then 1.528 m$E_{\rm h}$, or 4.01 kJ/mol. After twenty it is 0.0107 m$E_{\rm h}$, or 0.028 kJ/mol.

The error does not fall in proportion to the slope. Step 3 has a slope of 43.06 m$E_{\rm h}$ and gains 0.088 m$E_{\rm h}$; step 4 has a slightly smaller slope and gains 0.596 m$E_{\rm h}$. Setting each gain equal to $g^2/(2h_{\rm eff})$ gives $h_{\rm eff}\approx10.6\,E_{\rm h}$ for step 3 and $1.3\,E_{\rm h}$ for step 4. Step 3 excites a pair from orbital 1, the lithium core. For pair excitations from $\Phi$ the curvature is $2\Delta$, and $\Delta$ should be large for core electrons. At $\Phi$, $2\Delta=10.6\,E_{\rm h}$ for this core pair and $1.37\,E_{\rm h}$ for the valence pair of step 4, close to the two stiffnesses.

Step 11 shows the opposite case. The single excitation $E(3,2)$ has a slope of 15.57 m$E_{\rm h}$ but gains 0.390 m$E_{\rm h}$, which implies $h_{\rm eff}\approx0.31\,E_{\rm h}$. It had zero slope at $\Phi$ and became useful after the double excitations had changed the state. A ranking by $g^2/(2h)$ takes part of this stiffness into account, at the price of measuring double commutators. Here it postpones the core pair and gives errors of 1.613, 1.127 and 0.270 m$E_{\rm h}$ after three, four and six operators, so it still needs four to pass 1 kcal/mol.

For comparison, ten random sets of four totally symmetric pool operators gave a mean error of 19.2 m$E_{\rm h}$ and a best error of 15.8 m$E_{\rm h}$. A set containing $E(6,2)E(6,2)$ can reach 5.89 m$E_{\rm h}$ with its other angles at zero, and none of the ten contained it. A random set of four out of twenty includes this operator with probability $4/20$, so ten draws all miss it with probability $0.8^{10}\approx0.11$. The sample is small and on the unlucky side: 250 random sets give a mean near 16 m$E_{\rm h}$ and a best error near 1.6 m$E_{\rm h}$. The comparison shows that a blind choice is costly here; the ADAPT set is still not the best set of four, since taking $E(4,2)E(4,2)$ in place of the core pair gives 1.127 m$E_{\rm h}$.

## Stability and failure modes

**Zero slopes without an eigenstate.** If $H\psi=E\psi$, then $g_A=2E\,\mathrm{Re}\langle\psi|A\psi\rangle=0$, because the expectation value of an anti-Hermitian operator is imaginary. The converse fails. A pool of single excitations would stop at $\Phi$, although the energy spread there, $\sqrt{\langle H^2\rangle-\langle H\rangle^2}$, is 141 m$E_{\rm h}$. For real states, vanishing slopes prove an eigenstate if the vectors $A\psi$ span all directions orthogonal to $\psi$ in its symmetry sector. Here that sector, the $A_1$ singlets of $C_{2v}$, has 41 states, hence 40 such directions, and the pool has 20 totally symmetric operators. It cannot supply this proof. Even an eigenstate need not be the ground state.

**A small slope late in the run.** All twenty totally symmetric operators were eventually chosen, once each. At the tight threshold of 0.10 m$E_{\rm h}$, ADAPT thus saved no parameters over using that whole reduced pool once; its saving lies at looser accuracy. After step 20 the largest slope fell to 0.0149 m$E_{\rm h}$. The commutator form shows why a drop is expected once every candidate is already in the ansatz, though not its size. Each operator $A_k$ already in the ansatz has zero optimised derivative, so

$$g_{A_k}=\langle\psi|[H,A_k-V_kA_kV_k^\dagger]|\psi\rangle,$$

and the difference is of first order in the later angles. With $h_{\rm eff}=1\,E_{\rm h}$ a slope of 0.0149 m$E_{\rm h}$ would give a gain of only about $10^{-7}$ m$E_{\rm h}$, but such a stiffness does not suit a repeated operator. If the new angle duplicated $\theta_k$ exactly, the energy would depend only on $\theta+\theta_k$; then $b=Me_k$, with $e_k$ the $k$-th unit vector, and $h=M_{kk}$, so $h_{\rm eff}=M_{kk}-e_k^{T}Me_k=0$. A near duplicate can thus have a very small $h_{\rm eff}$. If the run is continued, step 21 repeats $E(3,1)E(3,1)$ with $h=10.5\,E_{\rm h}$ but $h_{\rm eff}\approx6\times10^{-4}\,E_{\rm h}$ and gains about $1.8\times10^{-4}$ m$E_{\rm h}$; step 22, with the smaller slope 0.013 m$E_{\rm h}$, gains about $3\times10^{-3}$ m$E_{\rm h}$. The run stopped with an error of 0.0107 m$E_{\rm h}$ left. A small largest slope fixes neither the next gain nor the remaining error; it is not an error bar.

**Non-monotonic slopes.** The largest slope rose from 19.09 to 19.78 m$E_{\rm h}$ between steps 7 and 8, while the energy fell. A rise is not in itself a sign of a fault.

**Wrong position.** For the three-operator state, inserting a totally symmetric pool operator first instead of last changed its slope by up to 0.387 m$E_{\rm h}$. Selection and insertion must use the same end of the product.

**Near ties and noise.** If two slopes differ by less than their statistical error, the choice between them is random. A wrong choice with a nonzero slope can still lower the energy, but may cost an extra parameter. In a simulation, a fixed tie rule makes runs easier to reproduce.

**Incomplete optimisation.** If the last angle is not converged, its operator keeps a nonzero slope and may be selected again. Its two adjacent factors merge into one, $e^{\theta'A}e^{\theta A}=e^{(\theta'+\theta)A}$, so the second parameter adds nothing. Check the full gradient before each selection.

The numerical check tests the slope and curvature formulas against finite differences for every pool operator, on a random complex state.

## Numbers as computed

```
Bond length: 1.6 angstrom
Orbitals: 6, electrons: 4, determinants: 225
Orbital irreps: A1 A1 A1 B1 B2 A1
Singlet A1 states: 41
Pool size: 44, totally symmetric: 20
Hartree-Fock energy: -7.861865 Eh
FCI energy: -7.882324 Eh
Hartree-Fock error: 20.4596 mEh
Energy spread of HF state: 141.42 mEh
Largest singles gradient at HF: 1.4e-06 mEh
Gradient formula, worst deviation: 6.0e-09 Eh
Curvature formula, worst deviation: 5.1e-08 Eh
Strongest pair excitation: E(6,2)E(6,2)
  K: 123.926 mEh, gradient 2K: 247.853 mEh
  Delta: 1.03953 Eh, angle: -0.11703 rad
  energy drop: 14.5695 mEh
First selected operator: E(6,2)E(6,2)
  gradient: 247.853 mEh, curvature: 2.0791 Eh
  norm L: 2.255 Eh, guaranteed drop: 13.6196 mEh
  quadratic estimate of drop: 14.7737 mEh
  actual drop: 14.5695 mEh
Largest one-parameter drop: E(6,2)E(6,2), 14.5695 mEh
Single-shot deviation of [H,A]: 1042.18 mEh
Shots for standard error 1 mEh: 1086136
n | operator | |gradient| (mEh) | error after (mEh)
 1 | E(6,2)E(6,2) | 247.853 | 5.89007
 2 | E(3,2)E(6,2) | 104.421 | 2.21139
 3 | E(3,1)E(3,1) | 43.058 | 2.12377
 4 | E(3,2)E(3,2) | 39.690 | 1.52824
 5 | E(4,2)E(4,2) | 35.975 | 1.04255
 6 | E(5,2)E(5,2) | 35.283 | 0.57539
 7 | E(4,1)E(4,2) | 19.093 | 0.53617
 8 | E(4,1)E(4,1) | 19.777 | 0.51813
 9 | E(5,1)E(5,2) | 18.950 | 0.47949
10 | E(5,1)E(5,1) | 19.699 | 0.46159
11 | E(3,2) | 15.568 | 0.07156
12 | E(6,1)E(6,1) | 13.429 | 0.06446
13 | E(6,2) | 11.211 | 0.02210
14 | E(6,1)E(3,2) | 8.654 | 0.01458
15 | E(6,1) | 4.152 | 0.01287
16 | E(3,1)E(6,1) | 2.932 | 0.01249
17 | E(3,1)E(6,2) | 2.789 | 0.01150
18 | E(6,1)E(6,2) | 2.336 | 0.01104
19 | E(3,1) | 1.298 | 0.01084
20 | E(3,1)E(3,2) | 1.287 | 0.01065
Stopping threshold: 0.10 mEh
Largest gradient at end: 0.0149 mEh
1 kcal/mol: 1.5936 mEh
Parameters to pass 1 kcal/mol: 4
Error there: 4.012 kJ/mol
Random sets of 4: mean error 19.155 mEh
Random sets of 4: best error 15.786 mEh
Final error: 0.02797 kJ/mol
Acting first, not last: gradient off by 0.387 mEh
```
